# No-phonon emission of silicon donor-bound excitons from envelope Fourier components

## Definitions and conventions

An exciton bound to a neutral donor in silicon consists of a hole and an additional electron held near the donor. One electron recombines with the hole and the neutral donor remains. The conduction-band minima lie at six wavevectors $\mathbf k_j$ of length $k_0$ along the cubic axes, while the valence-band maximum is at zero wavevector. A photon carries almost no momentum on this scale. Emission without a phonon therefore requires the donor to supply the wavevector $k_0$.

The recombining electron and the valence state that it fills are written as

$$
\psi_e=F(r)\sum_j\alpha_j\varphi_j(\mathbf r),\qquad
\psi_h=H(r)\,\varphi_v(\mathbf r),
$$

where $\varphi_j,\varphi_v$ are band-edge Bloch functions and $\alpha_j=1/\sqrt6$ is the fully symmetric valley combination. The envelopes are

$$
F=\frac{e^{-r/a}}{\sqrt{\pi a^3}},\qquad
H=\frac{e^{-r^2/2b^2}}{(\pi b^2)^{3/4}},
$$

each normalized to one. The length $a$ measures donor localization, and $b$ is the hole size, held fixed when donors are compared. The other electron is treated as a spectator, so its relaxation is left out.

Fourier components are defined by $\tilde f(\mathbf K)=\int f\,e^{i\mathbf K\cdot\mathbf r}d^3r$. I write $t=\hbar^2/2m$ for the isotropic electron mass $m$, and assign each donor the radius that gives its binding energy $E_D$:

$$
E_D=\frac{t}{a^2},\qquad a=\sqrt{t/E_D}.
$$

The quantity sought is

$$
S=|G(k_0)|^2,\qquad G(\mathbf K)=\int H F\,e^{i\mathbf K\cdot\mathbf r}\,d^3r .
$$

Both derivations below give, for $k_0a\gg1$ and $k_0b\gg1$,

$$
S=\frac{64}{\sqrt\pi\,a^5b^3k_0^8}\ \propto\ E_D^{5/2}. \tag{1}
$$

## Why the envelope component measures the emission

The optical matrix element is $\mathbf M=\langle\psi_h|\mathbf p|\psi_e\rangle$. Since $\mathbf p$ is Hermitian, it may act on the hole function instead:

$$
\mathbf p\,\psi_h=H\,\mathbf p\varphi_v-i\hbar\,\varphi_v\nabla H .
$$

The last term is small because $\nabla H=-\mathbf rH/b^2$ vanishes at the donor, where the large Fourier components arise. Dropping it leaves

$$
\mathbf M=\sum_j\alpha_j\int(\mathbf p\varphi_v)^*\varphi_j\,HF\,d^3r .
$$

The product $(\mathbf p\varphi_v)^*\varphi_j$ is a lattice-periodic function times $e^{i\mathbf k_j\cdot\mathbf r}$. Expanding the periodic part over reciprocal vectors $\mathbf Q$, with coefficients $\mathbf w_{j\mathbf Q}$, gives

$$
\mathbf M=\sum_{j,\mathbf Q}\alpha_j\mathbf w_{j\mathbf Q}\,G(\mathbf k_j+\mathbf Q). \tag{2}
$$

More than one envelope component enters. They can nevertheless be represented by $G(k_0)$, because at large $K$ every one of them will turn out to be the same donor-dependent number times $K^{-4}$. The sum over Bloch coefficients is then common to all donors, and $|\mathbf M|^2$ is proportional to $S$. Spin factors and the sum over degenerate hole states are common too. Symmetry allows the transition: at the tetrahedral substitutional site the electron is fully symmetric, while the hole functions and $\mathbf p$ both transform as vectors.

## First derivation: the cusp in real space

Let $g(r)=F(r)H(r)$. The angular integral of $e^{i\mathbf K\cdot\mathbf r}$ is $4\pi\sin(Kr)/(Kr)$, so

$$
G(K)=\frac{4\pi}{K}\int_0^\infty f(r)\sin(Kr)\,dr,\qquad f=rg .
$$

Both $f(0)$ and the values at infinity vanish. Integrating by parts twice gives

$$
\int_0^\infty f\sin Kr\,dr
=\frac1K\int_0^\infty f'\cos Kr\,dr
=-\frac1{K^2}\int_0^\infty f''\sin Kr\,dr .
$$

The boundary term of the second step contains $\sin Kr$ and vanishes at the origin. Two further integrations produce

$$
\int_0^\infty f\sin Kr\,dr=-\frac{f''(0)}{K^3}+\frac{f''''(0)}{K^5}-\dots
$$

From $f=rg$ one finds $f''(0)=2g'(0)$ and $f''''(0)=4g'''(0)$. Hence

$$
G(K)=-\frac{8\pi g'(0)}{K^4}+\frac{16\pi g'''(0)}{K^6}-\dots \tag{3}
$$

The slope at the origin controls the tail. A spherical function with nonzero radial slope there has a cusp, and a cusp contains short wavelengths. For a function smooth at the origin, such as a Gaussian, the odd derivatives vanish and these inverse-power terms are absent.

Near the donor the envelopes give

$$
\frac{g(r)}{g(0)}=\left(1-\frac ra+\frac{r^2}{2a^2}-\frac{r^3}{6a^3}+\dots\right)
\left(1-\frac{r^2}{2b^2}+\dots\right).
$$

The linear coefficient is $g'(0)/g(0)=-1/a$. The cubic coefficient, multiplied by $3!$, is $g'''(0)/g(0)=-1/a^3+3/(ab^2)$. Insertion into (3) gives

$$
G(K)=\frac{8\pi F(0)H(0)}{aK^4}
\left[1-\frac{2}{K^2}\left(\frac1{a^2}-\frac3{b^2}\right)+\dots\right]. \tag{4}
$$

The prefactor $F(0)H(0)/a$ does not depend on $K$, which justifies the common Bloch sum in (2) to leading order. With $F(0)^2=1/(\pi a^3)$ and $H(0)^2=1/(\pi^{3/2}b^3)$,

$$
S=\frac{64\pi^2}{a^2k_0^8}\,\frac1{\pi a^3}\,\frac1{\pi^{3/2}b^3}
=\frac{64}{\sqrt\pi\,a^5b^3k_0^8}.
$$

Three powers of $1/a$ come from the electron density at the donor and two from the squared cusp. Since $a\propto E_D^{-1/2}$, equation (1) follows.

## Second derivation: the donor as a source of momentum

The Fourier transform of a product is a convolution:

$$
G(\mathbf k_0)=\int\frac{d^3q}{(2\pi)^3}\,\tilde H(\mathbf q)\,\tilde F(\mathbf k_0-\mathbf q).
$$

The smooth hole occupies only wavevectors of order $1/b$, much smaller than $k_0$. To leading order $\tilde F$ can be taken out at $\mathbf k_0$. The remaining integral is $H(0)$, so

$$
G(k_0)\simeq H(0)\,\tilde F(k_0). \tag{5}
$$

Now let the electron obey $(-t\nabla^2+U)F=-E_DF$. Its Fourier transform is

$$
(tK^2+E_D)\tilde F(K)=-\widetilde{(UF)}(K). \tag{6}
$$

The left side contains the kinetic cost of the component $K$, and the right side is its source. Without a donor potential there is no source.

The potential whose ground state is $e^{-r/a}$ follows from

$$
\nabla^2e^{-r/a}=\left(\frac1{a^2}-\frac2{ar}\right)e^{-r/a}.
$$

Substitution gives $E_D=t/a^2$ and $U=-C_a/r$ with $C_a=2t/a$. A smaller radius thus implies a stronger effective charge. Using

$$
\int\frac{e^{-r/a}}r e^{i\mathbf K\cdot\mathbf r}d^3r
=\frac{4\pi}K\int_0^\infty e^{-r/a}\sin Kr\,dr
=\frac{4\pi}{K^2+a^{-2}},
$$

equation (6) becomes

$$
\tilde F(K)=\frac{2t}{a}\,\frac{4\pi F(0)}{K^2+a^{-2}}\,
\frac1{t(K^2+a^{-2})}
=\frac{8\pi F(0)}{a(K^2+a^{-2})^2}. \tag{7}
$$

For $K=k_0\gg1/a$, multiplication by $H(0)$ reproduces the leading term of (4), and squaring gives (1).

The growth now has a physical reading. A more localized electron has a higher density at the core, where the potential varies rapidly enough to supply $k_0$. In the scaled hydrogenic model the potential itself is also stronger. These effects contribute $a^{-3}$ and $a^{-2}$.

The growth has a limit. For a very broad hole, (7) gives $S\propto a^3/(1+x)^4$ with $x=(k_0a)^2$. Differentiating its logarithm and using $a\propto E_D^{-1/2}$ yields

$$
\frac{d\ln S}{d\ln E_D}=\frac52-\frac4{1+x}.
$$

The exponent approaches $5/2$ for large orbits and vanishes at $x=3/5$, or $k_0a\simeq0.77$. An orbit that small is spread evenly enough in wavevector that further compression lowers its weight at $k_0$. It also lies outside the validity of an envelope description.

## What each derivation assumes

The first derivation uses the shape of $FH$ near the origin and no equation of motion. It covers all the components in (2), but does not say what creates the cusp. The second uses (6) up to $k_0$ and a hole narrow in wavevector. It identifies the source, at the price of trusting the parabolic kinetic energy $tk_0^2$ far from the valley minimum.

The smooth hole matters in both. A positive core repels the hole and may give it a slope $H'(0)/H(0)=\eta>0$. Then $g'(0)=-F(0)H(0)(1/a-\eta)$, and the amplitude contains $1/a-\eta$ instead of $1/a$. If the hole feels the same charge $C_a$ with opposite sign, its cusp is $\eta=C_a/2t_h=(m_h/m)/a$, where $t_h=\hbar^2/2m_h$. At fixed $H(0)$, $S$ is multiplied by

$$
\left(1-\frac{m_h}{m}\right)^2 .
$$

This is interference between two paths: the core takes the electron to the zone centre, or takes the hole to the valley. The factor is common to all donors, but $H(0)$ need not be. For equal masses the leading term of $G$ cancels. These statements concern $G$ and not the full matrix element. With a hole cusp, $\nabla H$ no longer vanishes at the donor, and the Fourier component of the term dropped before (2) falls as $\eta K^{-3}$. Since $K$ is comparable with the wavevectors in $\mathbf p\varphi_v$, this term is of the same order as those kept, and it changes the relative weight of the two paths. The $5/2$ law therefore belongs to a scaled hydrogenic electron and a smooth hole.

## Four donors in silicon

Take rough binding energies of 43, 46, 54 and 71 meV for Sb, P, As and Bi, a rough mass $m=0.30\,m_0$, permittivity 12 and lattice constant 0.54 nm. The hole size $b=4$ nm is chosen. With valleys at $0.85$ of the way to the zone boundary,

$$
k_0=0.85\,\frac{2\pi}{0.54\ \mathrm{nm}}=9.89\ \mathrm{nm}^{-1},
\qquad t=127\ \mathrm{meV\,nm^2}.
$$

For phosphorus $a=\sqrt{127/46}=1.66$ nm, and $k_0a=16.4$. Since $b^3=64$ nm³, equation (1) gives

$$
S=\frac{64}{1.772\times12.7\times64\times9.15\times10^7}
\simeq4.9\times10^{-10}.
$$

Numerical integration of $G$ gives $4.8\times10^{-10}$. All four integrations give:

| Donor | $a$ (nm) | $S/10^{-10}$ | $S/S_{\rm Sb}$ | $R/R_{\rm Sb}$ |
|---|---:|---:|---:|---:|
| Sb | 1.72 | 4.1 | 1.00 | 1.00 |
| P | 1.66 | 4.8 | 1.18 | 1.16 |
| As | 1.53 | 7.2 | 1.76 | 1.64 |
| Bi | 1.34 | 14.2 | 3.47 | 3.02 |

A logarithmic fit gives $S\propto E_D^{2.48}$. The small deficit from $5/2$ agrees with $4/(k_0a)^2\simeq0.02$.

The last column compares the no-phonon line with phonon-assisted emission. If a phonon of wavevector $\mathbf q$ couples with constant strength, its amplitude is proportional to $G(\mathbf k_0+\mathbf q)$. Extending the sum over $\mathbf q$ to all wavevectors and using Parseval's theorem gives

$$
\int\frac{d^3q}{(2\pi)^3}|G(\mathbf k_0+\mathbf q)|^2=\int F^2H^2\,d^3r,
\qquad R=\frac{S}{\int F^2H^2\,d^3r}.
$$

The phonon-assisted strength needs no short-wave component of the envelopes. It grows only from $1.85\times10^{-3}$ to $2.13\times10^{-3}$ nm⁻³ between Sb and Bi, as the electron contracts into the middle of the fixed hole cloud. The fitted exponent of $R$ is consequently lower, 2.21.

## A donor with a central cell

Real donors share nearly the same long-range Coulomb potential and differ in their cores. A model closer to this situation is

$$
U(r)=-\frac Cr-\frac{B\,e^{-r/r_c}}r,\qquad C=120\ \mathrm{meV\,nm},\quad r_c=0.1\ \mathrm{nm}.
$$

Here $C$ is the screened Coulomb strength. Alone it would bind by 28 meV. For each donor, $B$ was adjusted until numerical solutions integrated from the origin and from large radius joined smoothly at the assigned $E_D$. It rises from 1230 meV nm for Sb to 1590 meV nm for Bi. An unscreened unit charge at the origin would correspond to $B=(12-1)C=1320$ meV nm, so the fitted values are of that order.

With the same smooth hole, the strengths relative to Sb are 1.40 for P, 2.69 for As and 6.12 for Bi. The fitted exponents are 3.56 for $S$ and 3.26 for $R$. Doubling $r_c$ for all donors and refitting $B$ changes the exponent of $S$ to about 3.7. The growth survives this change of electron model, but its exponent is not universal. Since $k_0r_c\simeq1$, the $K^{-4}$ form is not reached here: $\tilde F(k_0)$ is only about a third of its asymptotic value, and the next components in (2) grow slightly faster than $G(k_0)$. In this model $S$ therefore represents $|\mathbf M|^2$ only approximately.

The Bi-to-Sb ratio of $|\tilde F(k_0)|^2$ separates as

$$
6.12=5.01\times1.22 .
$$

The first factor is the ratio of $F(0)^2$, and the second is, to within half a per cent, that of the squared source in (6) per unit $F(0)^2$. In the hydrogenic model the corresponding factors are $(71/43)^{3/2}=2.12$ and $71/43=1.65$. The steeper growth in the central-cell model thus comes from contact density. The short-range term supplies 81 to 85 per cent of the source amplitude.

The source factor is modest because the envelope varies inside the core. If $F$ were constant there, the source would be proportional to $C/k_0^2+B/(k_0^2+r_c^{-2})$, whose squared Bi-to-Sb ratio is about 1.55. The actual 1.22 is lower: a stronger core also makes $F/F(0)$ fall more steeply, with initial slope $-(B+C)/2t$.

## How far the numbers can be trusted

The absolute strength is not predicted. For Sb it is $4.1\times10^{-10}$ in the hydrogenic model and $6.9\times10^{-8}$ with the central cell, at the same binding energy. The length $1/k_0=0.10$ nm is shorter than a silicon bond, where an envelope has no secure meaning. The parabolic cost $tk_0^2$ is 12.4 eV, whereas the actual conduction band at the zone centre lies roughly 2 eV above the minimum. Replacing this denominator alone would raise the electron amplitude roughly five- to sixfold. Because $E_D$ is negligible beside either energy, that correction is nearly common to the four donors.

Mass anisotropy has a comparable effect. With rough transverse and longitudinal masses of 0.19 and 0.92 $m_0$, minimizing the energy of an ellipsoidal exponential in the potential $-C/r$ gives radii $a_t=2.50$ nm and $a_l=1.43$ nm. A sphere of equal volume has $a_s=(a_t^2a_l)^{1/3}=2.08$ nm. Rescaling coordinates in (7) gives, for the component along the valley axis and a flat hole,

$$
\frac{S_{\rm ellipsoid}}{S_{\rm sphere}}
=\left[\frac{1+(k_0a_s)^2}{1+(k_0a_l)^2}\right]^4\simeq19 .
$$

This number belongs to the trial function, which is fitted to the energy and does not satisfy (6) at large wavevector. With the direction-dependent kinetic energy, (6) gives along the axis $\tilde F\to4\pi CF(0)/(t_lK^4)$, where $t_l=\hbar^2/2m_l$ and $m_l$ is the longitudinal mass. The ratio to the sphere then tends to about $(Ca_s/2t_l)^2\simeq9$. Solving the anisotropic equation numerically gives about 10 at $k_0$, roughly half the trial value. The heavy longitudinal mass strengthens this component, while components in (2) that lie mostly across the axis are weakened. These factors cancel between donors if their ellipsoids have the same shape; a change of shape with binding energy would alter the trend.

The hole is the least secure part. To estimate its response, let the short-range core repel it with the same $B$, take $m_h=0.50\,m_0$, and omit the long-range repulsion as balanced by the electrons. The zero-energy solution, scaled to one far away, multiplies the Gaussian $H$. Its value at the donor falls from 0.27 for Sb to 0.20 for Bi. Nevertheless, the ratio of $S$ between Bi and Sb rises to 12.3. For Sb, $|G|$ drops from $2.6\times10^{-4}$ to $2.3\times10^{-5}$, a larger reduction than the factor 0.27 alone would give. The remaining loss reflects cancellation between the rapid variations of $F$ and $H$. A ratio of such reduced amplitudes is sensitive to the core model and the hole mass, so 12.3 is not a forecast. With the same core but $m_h=0.70\,m_0$, $G(k_0)$ changes sign between As and Bi, and $|G(k_0)|$ falls from Sb to Bi instead of rising. The estimate also omits the $\nabla H$ term dropped before (2), which is not small for a repelled hole. In real bands the two paths have their own energy denominators and momentum matrix elements, which could change the interference.

For laboratory samples, the binding energies and $k_0$ are realistic rough inputs, while $b$ and the common core radius are modelling choices. Chemical differences between cores can break a trend based on $E_D$ alone. Temperature affects the population: taking the exciton's localization energy as roughly $0.1E_D$, or 4 to 7 meV, compares with $k_BT=0.36$ meV at 4.2 K and 6.6 meV at 77 K. This comparison understates the escape, because a free exciton has many more states than a bound one. A rough mass-action estimate for $10^{15}$ to $10^{17}$ donors per cm³ leaves half the excitons free already at about 10 to 20 K, and nearly all of them at 77 K. The ratio $R$ is less affected than either line alone, since both lines start from the same bound exciton, provided emission from free excitons is separated. For a smooth hole, the models give growth of the no-phonon share with localization, with an exponent that depends on the core. A hole repelled by the core can strengthen, weaken or even reverse this trend.
